# Poole-Frenkel and Schottky barrier lowering: origin and limits of the factor two: a program that tests the result

```python
"""Poole-Frenkel versus Schottky barrier lowering (Hartree atomic units).

Result under test: an electron leaving a point trap of final charge +Z has
its barrier lowered by 2*sqrt(Z*F/eps); one leaving an ideal flat metal by
sqrt(F/eps). The ratio is 2*sqrt(Z), hence exactly 2 for Z = 1.
F: force on the electron from the applied field; eps: relative permittivity.
The image energy is obtained from a numerical solution for induced charge,
and the trap barrier from a search over all axially symmetric escape routes.
"""
import numpy as np
from scipy import constants as const
from scipy.ndimage import label
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipkm1

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
HARTREE_J = const.physical_constants["Hartree energy"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
FIELD_SI = const.physical_constants["atomic unit of electric field"][0]

eps = 2.5
field = 2.0e-4
temperature = 300.0
kT = const.k * temperature / HARTREE_J


def barrier(attraction, force):
    """Numerical maximum of -attraction/x - force*x: (lowering, position)."""
    found = minimize_scalar(
        lambda u: attraction * np.exp(-u) + force * np.exp(u),
        bounds=(-5.0, 15.0), method="bounded", options={"xatol": 1e-10})
    return found.fun, np.exp(found.x)


# --- Metal: induced charge from the zero-potential condition alone ---------
# A large grounded disc is divided into annuli of constant charge density.
# Lengths in bohr, permittivity 1; a medium divides every energy by eps.
edges = np.sinh(np.linspace(0.0, np.arcsinh(200.0), 201))
middle = 0.5 * (edges[1:] + edges[:-1])
half_width = 0.5 * (edges[1:] - edges[:-1])
nodes, weights = np.polynomial.legendre.leggauss(12)
t = 0.5 * (nodes + 1.0)
wt = 0.5 * weights
# Squared variable removes most of the logarithmic singularity at the middle.
offset = half_width[:, None] * t**2
radius = np.hstack([middle[:, None] - offset, middle[:, None] + offset])
d_radius = np.tile(half_width[:, None] * 2.0 * t * wt, (1, 2))
area = 2.0 * np.pi * radius * d_radius
total = middle[:, None, None] + radius[None, :, :]
difference = middle[:, None, None] - radius[None, :, :]
ring_potential = 2.0 * ellipkm1((difference / total)**2) / (np.pi * total)
potential_matrix = np.sum(ring_potential * area[None, :, :], axis=2)


def metal_response(distance):
    """Attractive force and interaction energy magnitude for one electron."""
    density = np.linalg.solve(potential_matrix,
                              1.0 / np.sqrt(middle**2 + distance**2))
    charge = density[:, None] * area
    separation = np.sqrt(radius**2 + distance**2)
    return (np.sum(charge * distance / separation**3),
            np.sum(charge / separation))


near, far = 1.0, 4.0
path = near + (far - near) * t
work = (far - near) * np.sum(wt * [metal_response(s)[0] for s in path])
force_near, interaction_near = metal_response(near)
interaction_change = interaction_near - metal_response(far)[1]
work_formula = 0.25 * (1.0 / near - 1.0 / far)
# Tolerances cover the annulus discretization and finite disc radius.
assert abs(force_near / (1.0 / (4.0 * near**2)) - 1.0) < 5e-3
assert abs(interaction_near / (1.0 / (2.0 * near)) - 1.0) < 5e-3
assert abs(work / work_formula - 1.0) < 5e-3
assert abs(work / interaction_change - 0.5) < 3e-3
image_coefficient = work / (1.0 / near - 1.0 / far)

# --- Trap: lowest energy at which the well connects to the far region ------
step = 0.5
z_axis = np.arange(-100.0, 150.0 + step / 2, step)
rho_axis = np.arange(0.0, 100.0 + step / 2, step)
rho, z = np.meshgrid(rho_axis, z_axis, indexing="ij")
distance_to_trap = np.maximum(np.hypot(rho, z), step)
start = int(np.argmin(abs(z_axis - 1.0)))


def escape_lowering(charge):
    energy = -charge / (eps * distance_to_trap) - field * z
    low, high = -0.1, 0.0
    for _ in range(35):
        trial = 0.5 * (low + high)
        regions, _count = label(energy < trial)
        connected = (regions[0, start] > 0
                     and regions[0, start] == regions[0, -1])
        if connected:
            high = trial
        else:
            low = trial
    return -high


flood_pf = escape_lowering(1.0)
flood_pf_z2 = escape_lowering(2.0)
assert abs(flood_pf / (2.0 * np.sqrt(field / eps)) - 1.0) < 1e-3
assert abs(flood_pf_z2 / (2.0 * np.sqrt(2.0 * field / eps)) - 1.0) < 1e-3

# --- Barrier maxima, their positions and the ratio -------------------------
pf, pf_position = barrier(1.0 / eps, field)
schottky, schottky_position = barrier(0.25 / eps, field)
pf_z2, _ = barrier(2.0 / eps, field)
assert abs(pf_position * np.sqrt(eps * field) - 1.0) < 1e-6
assert abs(schottky_position * 2.0 * np.sqrt(eps * field) - 1.0) < 1e-6
for test_eps in (1.0, 2.5, 4.0, 10.0):
    for test_field in (2e-5, 2e-4, 8e-4):
        metal_value = barrier(0.25 / test_eps, test_field)[0]
        assert abs(metal_value / np.sqrt(test_field / test_eps) - 1) < 1e-10
        for charge in (1.0, 2.0, 3.0):
            trap_value = barrier(charge / test_eps, test_field)[0]
            assert abs(trap_value / metal_value
                       - 2.0 * np.sqrt(charge)) < 1e-9
# This ratio uses neither the image formula nor the trap lowering formula.
schottky_numeric = barrier(image_coefficient / eps, field)[0]
numeric_ratio = flood_pf / schottky_numeric
assert abs(numeric_ratio - 2.0) < 0.01

# --- SI expression ---------------------------------------------------------
schottky_si_ev = np.sqrt(const.e * field * FIELD_SI
                         / (4.0 * np.pi * const.epsilon_0 * eps))
assert abs(schottky_si_ev / (schottky * HARTREE_EV) - 1.0) < 1e-7

# --- Free carriers from Fermi statistics and charge neutrality -------------
trap_depth = 0.04
donor_density = 0.1       # relative to the effective band density
acceptor_density = 0.01   # same unit, used in the compensated case
degeneracy = 2.0


def log_carriers(lowering, acceptors):
    depth = (trap_depth - lowering) / kT

    def imbalance(chemical_potential):
        free = np.exp(chemical_potential)
        ionized = donor_density / (
            1.0 + degeneracy * np.exp(chemical_potential + depth))
        return np.log(free + acceptors) - np.log(ionized)

    return brentq(imbalance, -60.0, 0.0, xtol=1e-12)


higher_field = 1.1 * field
pf_high = barrier(1.0 / eps, higher_field)[0]
schottky_high = barrier(0.25 / eps, higher_field)[0]
growth_free = log_carriers(pf_high, 0.0) - log_carriers(pf, 0.0)
growth_comp = (log_carriers(pf_high, acceptor_density)
               - log_carriers(pf, acceptor_density))
pf_exponent_change = (pf_high - pf) / kT
schottky_exponent_change = (schottky_high - schottky) / kT
slope_free = growth_free / pf_exponent_change
slope_comp = growth_comp / pf_exponent_change
# Small departures are due to the finite ionized fraction of the traps.
assert abs(slope_free - 0.5) < 2e-3
assert abs(slope_comp - 1.0) < 2e-3
assert abs(growth_free / schottky_exponent_change - 1.0) < 4e-3
assert abs(growth_comp / schottky_exponent_change - 2.0) < 4e-3

pf_gain = np.exp(pf / kT)
schottky_gain = np.exp(schottky / kT)

print("INPUTS")
print(f"relative permittivity: {eps:.2f} (dimensionless)")
print(f"applied field: {field:.3e} atomic units")
print(f"applied field, converted: {field*FIELD_SI/1e8:.4f} MV/cm")
print(f"temperature: {temperature:.1f} K")
print(f"thermal energy kT: {kT:.6e} hartree")
print("METAL RESPONSE, permittivity 1")
print(f"start and end distances: {near:.1f}, {far:.1f} bohr")
print(f"numerical force at start: {force_near:.6f} hartree/bohr")
print(f"numerical work between distances: {work:.6f} hartree")
print(f"image-formula work: {work_formula:.6f} hartree")
print(f"interaction-energy change: {interaction_change:.6f} hartree")
print(f"work / interaction change: {work/interaction_change:.6f}")
print(f"numerical image coefficient: {image_coefficient:.6f} hartree bohr")
print("BARRIERS")
print(f"Poole-Frenkel lowering, Z=1: {pf:.7f} hartree")
print(f"Poole-Frenkel lowering, Z=1: {pf*HARTREE_EV:.5f} eV")
print(f"Schottky lowering: {schottky:.7f} hartree")
print(f"Schottky lowering: {schottky*HARTREE_EV:.5f} eV")
print(f"Schottky lowering from SI expression: {schottky_si_ev:.5f} eV")
print(f"lowering ratio, Z=1: {pf/schottky:.9f}")
print(f"Poole-Frenkel barrier position: {pf_position:.4f} bohr")
print(f"Poole-Frenkel barrier position: {pf_position*BOHR_M*1e9:.4f} nm")
print(f"Schottky barrier position: {schottky_position:.4f} bohr")
print(f"Schottky barrier position: {schottky_position*BOHR_M*1e9:.4f} nm")
print(f"flood-fill trap lowering, Z=1: {flood_pf:.7f} hartree")
print(f"flood-fill trap lowering, Z=2: {flood_pf_z2:.7f} hartree")
print(f"ratio from flood fill and induced charge: {numeric_ratio:.6f}")
print(f"Poole-Frenkel lowering, Z=2: {pf_z2:.7f} hartree")
print(f"lowering ratio, Z=2: {pf_z2/schottky:.7f}")
print("THERMAL FACTORS")
print(f"Poole-Frenkel lowering / kT: {pf/kT:.5f}")
print(f"Schottky lowering / kT: {schottky/kT:.5f}")
print(f"Poole-Frenkel Boltzmann enhancement: {pf_gain:.4e}")
print(f"Schottky Boltzmann enhancement: {schottky_gain:.4e}")
print("CARRIER DENSITY")
print(f"trap depth at zero field: {trap_depth:.4f} hartree")
print(f"donor density / effective band density: {donor_density:.3f}")
print(f"acceptor density / band density: {acceptor_density:.3f}")
print(f"trap-level degeneracy factor: {degeneracy:.1f}")
print(f"higher field for slopes: {higher_field:.3e} atomic units")
print(f"d ln n / d(lowering/kT), uncompensated: {slope_free:.6f}")
print(f"d ln n / d(lowering/kT), compensated: {slope_comp:.6f}")
print("slope against sqrt(F), relative to Schottky:")
print(f"  uncompensated: {growth_free/schottky_exponent_change:.6f}")
print(f"  compensated: {growth_comp/schottky_exponent_change:.6f}")
print("success")
```

It prints:

```
INPUTS
relative permittivity: 2.50 (dimensionless)
applied field: 2.000e-04 atomic units
applied field, converted: 1.0284 MV/cm
temperature: 300.0 K
thermal energy kT: 9.500435e-04 hartree
METAL RESPONSE, permittivity 1
start and end distances: 1.0, 4.0 bohr
numerical force at start: 0.250000 hartree/bohr
numerical work between distances: 0.187500 hartree
image-formula work: 0.187500 hartree
interaction-energy change: 0.375000 hartree
work / interaction change: 0.500000
numerical image coefficient: 0.250000 hartree bohr
BARRIERS
Poole-Frenkel lowering, Z=1: 0.0178885 hartree
Poole-Frenkel lowering, Z=1: 0.48677 eV
Schottky lowering: 0.0089443 hartree
Schottky lowering: 0.24339 eV
Schottky lowering from SI expression: 0.24339 eV
lowering ratio, Z=1: 2.000000000
Poole-Frenkel barrier position: 44.7214 bohr
Poole-Frenkel barrier position: 2.3666 nm
Schottky barrier position: 22.3607 bohr
Schottky barrier position: 1.1833 nm
flood-fill trap lowering, Z=1: 0.0178888 hartree
flood-fill trap lowering, Z=2: 0.0252984 hartree
ratio from flood fill and induced charge: 2.000025
Poole-Frenkel lowering, Z=2: 0.0252982 hartree
lowering ratio, Z=2: 2.8284271
THERMAL FACTORS
Poole-Frenkel lowering / kT: 18.82918
Schottky lowering / kT: 9.41459
Poole-Frenkel Boltzmann enhancement: 1.5046e+08
Schottky Boltzmann enhancement: 1.2266e+04
CARRIER DENSITY
trap depth at zero field: 0.0400 hartree
donor density / effective band density: 0.100
acceptor density / band density: 0.010
trap-level degeneracy factor: 2.0
higher field for slopes: 2.200e-04 atomic units
d ln n / d(lowering/kT), uncompensated: 0.499994
d ln n / d(lowering/kT), compensated: 1.000000
slope against sqrt(F), relative to Schottky:
  uncompensated: 0.999987
  compensated: 2.000000
success
```
